# Ripple Wavelength Selection by Ion Erosion and Surface Diffusion

A solid with an initially almost flat surface is bombarded by a uniform ion beam while its surface atoms diffuse. The problem is to find which surface ripple grows fastest, starting from the energy that each ion deposits.

**Model and conventions.** The surface is \(z=h(x,y,t)\), with the solid below it. The beam makes an angle \(\theta\), with \(0\le\theta<90^\circ\), with the mean surface normal and travels along
\[
\mathbf b=(S,0,-C),\qquad S=\sin\theta,\quad C=\cos\theta .
\]
Its flux \(J\) is counted per area perpendicular to \(\mathbf b\). An ion of energy \(\varepsilon\) deposits that energy in a Gaussian centred a distance \(a\) along its path beyond the entry point. The Gaussian has width \(\alpha\) along the beam and \(\beta\) across it:
\[
E(\mathbf s)=\frac{\varepsilon}{(2\pi)^{3/2}\alpha\beta^2}
\exp\!\left[-\frac{(\mathbf s\cdot\mathbf b-a)^2}{2\alpha^2}-\frac{s_\perp^2}{2\beta^2}\right].
\]
Here \(\mathbf s\) runs from the entry point to the point considered, and \(s_\perp\) is its component perpendicular to \(\mathbf b\). The Gaussian is normalized over all space; its tail outside the solid is not redistributed.

The surface recedes along its normal at a speed \(p\) times the energy density deposited there per unit time. Only the product \(\Lambda=p\varepsilon\), of dimension length\(^4\), is needed. Shadowing, ion reflection, redeposition, stress and beam-driven displacement of atoms that stay in the solid are left out. Slopes are small, and the treatment is linear in the ripple height. The algebra uses atomic units with \(k_B=1\), so the temperature \(T\) is an energy. Numbers are in eV and ångström, with time in seconds.

## (a) How fast does a flat surface recede?

**Solution.** The vector area of a surface element above \(dx\,dy\) is \((-h_x,-h_y,1)\,dx\,dy\). The ion rate through it is therefore
\[
-J\,\mathbf b\cdot(-h_x,-h_y,1)\,dx\,dy=J(C+Sh_x)\,dx\,dy .
\]
For a flat surface this is \(JC\,dx\,dy\). Let \(u\) and \(w\) be the \(x\) and \(y\) distances from the entry point to the observed point. Then \(\mathbf s\cdot\mathbf b=uS\), and \(s_\perp^2=u^2C^2+w^2\). Define
\[
A=\frac{S^2}{\alpha^2}+\frac{C^2}{\beta^2},\qquad m=\frac{aS}{\alpha^2A}.
\]
Completing the square gives
\[
\frac{(uS-a)^2}{\alpha^2}+\frac{u^2C^2}{\beta^2}
=A(u-m)^2+\frac{a^2}{\alpha^2}-\frac{a^2S^2}{\alpha^4A}
=A(u-m)^2+\frac{a^2C^2}{\alpha^2\beta^2A}.
\]
The last step uses \(A-S^2/\alpha^2=C^2/\beta^2\). The integrals over \(u\) and \(w\) give \(\sqrt{2\pi/A}\) and \(\sqrt{2\pi}\,\beta\), so
\[
v_0=\frac{JC\Lambda}{\sqrt{2\pi}\,\alpha\beta\sqrt A}
\exp\!\left[-\frac{a^2C^2}{2\alpha^2\beta^2A}\right].
\]
The calculation also shows where the energy comes from. Weighted by the energy they supply, the offsets \(u\) have mean \(m\) and variance \(1/A\), while \(w\) has mean zero and variance \(\beta^2\). Angle brackets below denote this average.

## (b) How does erosion alone change a small ripple?

**Solution.** Write \(h=-v_0t+\eta\), with \(\eta\propto e^{i\mathbf q\cdot\mathbf r+\omega t}\) and \(\mathbf r=(x,y)\). The observed point is higher than the entry point by \(\zeta=\eta(\mathbf r)-\eta(\mathbf r')\), where \(\mathbf r'=(x-u,y-w)\). Now
\[
\mathbf s\cdot\mathbf b=uS-\zeta C,\qquad s_\perp^2=(uC+\zeta S)^2+w^2 .
\]
The exponent of \(E\) changes, to first order in \(\zeta\), by
\[
\zeta C\left[\frac{uS-a}{\alpha^2}-\frac{uS}{\beta^2}\right]
=\zeta C\left(gu-\frac a{\alpha^2}\right),\qquad
g=S\left(\frac1{\alpha^2}-\frac1{\beta^2}\right).
\]
The vertical speed equals the normal speed times \(\sqrt{1+|\nabla h|^2}\), which differs from one only at second order. The remaining first-order changes are those of the local flux and of the energy density:
\[
\eta_t=-\frac{v_0}{C}\left\langle S\,\eta_x(\mathbf r')
+C^2\zeta\left(gu-\frac a{\alpha^2}\right)\right\rangle .
\]
For the chosen mode, \(\eta(\mathbf r')=\eta(\mathbf r)e^{-i(q_xu+q_yw)}\). The Gaussian averages needed are
\[
\phi=\left\langle e^{-i(q_xu+q_yw)}\right\rangle
=\exp\!\left[-iq_xm-\frac{q_x^2}{2A}-\frac{q_y^2\beta^2}{2}\right],
\]
\[
\left\langle u\,e^{-i(q_xu+q_yw)}\right\rangle=i\frac{\partial\phi}{\partial q_x}
=\left(m-\frac{iq_x}{A}\right)\phi .
\]
The definitions of \(A\), \(m\) and \(g\) give
\[
gm-\frac a{\alpha^2}
=\frac{a}{\alpha^2A}\left[\frac{S^2}{\alpha^2}-\frac{S^2}{\beta^2}-\frac{S^2}{\alpha^2}-\frac{C^2}{\beta^2}\right]
=-\frac{a}{\alpha^2\beta^2A}\equiv-B .
\]
Consequently,
\[
\left\langle\left(1-e^{-i(q_xu+q_yw)}\right)\left(gu-\frac a{\alpha^2}\right)\right\rangle
=-B(1-\phi)+\frac{igq_x}{A}\phi ,
\]
and the erosion rate of the mode is
\[
\omega_{\rm er}=\frac{v_0}{C}\left\{C^2B(1-\phi)-iq_x\phi\left(S+\frac{C^2g}{A}\right)\right\}.
\]
The last bracket simplifies when \(S\) is written as \(SA/A\):
\[
S+\frac{C^2g}{A}=\frac SA\left[\frac{S^2}{\alpha^2}+\frac{C^2}{\beta^2}+\frac{C^2}{\alpha^2}-\frac{C^2}{\beta^2}\right]
=\frac{S}{\alpha^2A}=\frac ma .
\]
Thus
\[
\omega_{\rm er}(\mathbf q)=\frac{v_0}{C}\left\{\frac{aC^2}{\alpha^2\beta^2A}(1-\phi)-iq_x\frac ma\,\phi\right\}.
\]
Within the linear model this holds for any wavelength. Direct quadrature of the erosion integral over a rippled surface agreed with it to within 0.1% of its magnitude in every case tested, at four angles from \(0^\circ\) to \(70^\circ\).

## (c) What does erosion do to long ripples, and why?

**Solution.** To second order in \(\mathbf q\),
\[
\phi=1-iq_xm-\frac{q_x^2}{2}\left(m^2+\frac1A\right)-\frac{q_y^2\beta^2}{2}+\cdots .
\]
Since \(\omega_{\rm er}(-\mathbf q)=\omega_{\rm er}(\mathbf q)^*\), odd powers of \(\mathbf q\) have imaginary coefficients. At oblique incidence they can move the ripple sideways and make its speed depend on wavelength, but they do not change its amplitude. The leading growth rate is therefore \(\nu_xq_x^2+\nu_yq_y^2\), where positive coefficients mean instability. The \(q_y^2\) term gives
\[
\nu_y=\frac{v_0}{C}\,\frac{aC^2}{\alpha^2\beta^2A}\,\frac{\beta^2}{2}
=\frac{v_0Ca}{2\alpha^2A}.
\]
For \(q_x^2\), the product \(-iq_x(m/a)(-iq_xm)=-q_x^2m^2/a\) also contributes:
\[
\nu_x=\frac{v_0}{C}\left[\frac{aC^2}{2\alpha^2\beta^2A}\left(m^2+\frac1A\right)-\frac{m^2}{a}\right].
\]
From the definition of \(A\), \(S^2/(\alpha^2A)=1-C^2/(\beta^2A)\), so
\[
\frac{m^2}{a}=\frac{a}{\alpha^2A}\,\frac{S^2}{\alpha^2A}
=\frac{a}{\alpha^2A}\left(1-\frac{C^2}{\beta^2A}\right).
\]
Substitution gives
\[
\nu_x=\frac{v_0a}{C\alpha^2A}\left[\frac{C^2}{2\beta^2}\left(m^2+\frac3A\right)-1\right].
\]

At normal incidence \(m=0\) and \(A=1/\beta^2\), and both coefficients become \(v_0a\beta^2/(2\alpha^2)\). The instability then has a simple origin. The bottom of a trough lies below the entry points around it, and hence nearer to the depth \(a\) at which their ions deposit most energy. It receives more energy than a crest and recedes faster, so the ripple deepens. On a real surface, the beam-driven displacement of atoms that stay in the solid, omitted here, can outweigh this effect and keep the surface flat.

At oblique incidence the term \(-m^2/a\) opposes growth along \(x\). It comes from the term of (b) that acts like a slope taken at the entry points, displaced by \(m\) on average from the point being eroded. Its coefficient \(m/a=S+C^2g/A\) has two parts. The part \(S\) is the change of ion flux with slope. The part \(C^2g/A\) comes from the shape of the deposit: at oblique incidence it vanishes only for \(\alpha=\beta\), and it weakens the smoothing when \(\alpha>\beta\). In real space, \(-(m/a)\eta_x(x-m)\) contains \(+(m^2/a)\eta_{xx}\), a smoothing term. As \(C\to0\) the bracket in \(\nu_x\) tends to \(-1\), so \(\nu_x\) is negative near grazing incidence. There, however, even small slopes can cause shadowing, which the model omits. By contrast, \(\nu_y\) is positive at every angle \(\theta<90^\circ\) in this model.

## (d) How does surface diffusion oppose the ripple?

**Solution.** Let \(\gamma\) be the isotropic surface energy per area and \(\Omega\) the atomic volume. For small slopes the surface energy is
\[
F=\gamma\int\left(1+\tfrac12|\nabla h|^2\right)dx\,dy .
\]
A small local change \(\delta h\) changes it, after integration by parts, by
\[
\delta F=\gamma\int\nabla h\cdot\nabla\delta h\,dx\,dy
=-\gamma\int(\nabla^2h)\,\delta h\,dx\,dy .
\]
Adding one atom means \(\int\delta h\,dx\,dy=\Omega\). Its chemical potential, relative to a flat surface, is therefore
\[
\mu=-\gamma\Omega\nabla^2h .
\]
This is positive on a crest, where \(\nabla^2h<0\).

Let \(n_s\) be the number per area of surface atoms that take part in diffusion, and \(D_s\) their average diffusivity, which includes the time they spend bound. The density \(n_s\) need not be small compared with a full atomic layer. The gradient of \(\mu\) acts on each atom as a weak force \(-\nabla\mu\). If correlations between the motions of different atoms are neglected, the Einstein relation gives a drift velocity \(-(D_s/T)\nabla\mu\). The current to first order is therefore
\[
\mathbf j=-\frac{D_sn_s}{T}\nabla\mu .
\]
Atoms flow from crests to troughs. Each carries volume \(\Omega\), so conservation gives
\[
h_t=-\Omega\nabla\cdot\mathbf j=\frac{D_sn_s\Omega}{T}\nabla^2\mu=-K\nabla^4h,
\qquad K=\frac{D_sn_s\gamma\Omega^2}{T}.
\]
Since \(\nabla^4e^{i\mathbf q\cdot\mathbf r}=q^4e^{i\mathbf q\cdot\mathbf r}\), diffusion contributes \(-Kq^4\) to the growth rate. Two powers of \(q\) come from the curvature that sets \(\mu\), and two from transport down its gradient.

## (e) Which ripple grows fastest?

**Solution.** Both processes are linear, so their rates add. Apart from the odd derivatives that cause drift and dispersion, the long-wave equation is
\[
\eta_t=-\nu_x\eta_{xx}-\nu_y\eta_{yy}-K\nabla^4\eta .
\]
Set \(Q=q^2\), and let \(\chi\) be the angle between \(\mathbf q\) and the \(x\) axis. Then
\[
\operatorname{Re}\omega=Q\left[\nu_y+(\nu_x-\nu_y)\cos^2\chi\right]-KQ^2 .
\]
At fixed \(Q>0\) this is largest for \(\mathbf q\) along \(x\) if \(\nu_x>\nu_y\), and along \(y\) if \(\nu_y>\nu_x\). If the two are equal, this long-wave equation selects no direction. In each case the best value of the square bracket is
\[
\nu=\max(\nu_x,\nu_y).
\]
Let \(\nu>0\) and \(K>0\). The remaining maximization gives
\[
\frac{d}{dQ}(\nu Q-KQ^2)=\nu-2KQ=0
\quad\Longrightarrow\quad Q_*=\frac{\nu}{2K}.
\]
The second derivative is \(-2K<0\), so this is a maximum. With \(q_*=\sqrt{Q_*}\),
\[
\boxed{\lambda_*=\frac{2\pi}{q_*}=2\pi\sqrt{\frac{2K}{\nu}}},\qquad
\operatorname{Re}\omega_*=\frac{\nu^2}{2K}-\frac{\nu^2}{4K}=\frac{\nu^2}{4K}.
\]
This is the Bradley–Harper wavelength. Along the selected axis, growth stops at \(Q=\nu/K\), or at wavelength \(\lambda_*/\sqrt2\). Shorter ripples are smoothed away. Much longer ones grow, but slowly, because their curvature is small.

The maximization does not depend on the origin of \(\nu\). If another process adds second-order terms of the same form, the result holds with the net coefficients, provided the larger is positive. If neither is positive, no long-wave ripple grows.

## (f) When may the finite size of the energy deposit be ignored?

**Solution.** The long-wave expansion dropped the fourth-order part of erosion, although diffusion is also of fourth order. For \(q_x=0\) the result of (b) shows what was lost. There \(\phi=e^{-Q\beta^2/2}\) is real, and
\[
\omega_{\rm er}=\frac{2\nu_y}{\beta^2}\left(1-e^{-Q\beta^2/2}\right)
=\nu_yQ-\frac{\nu_y\beta^2}{4}Q^2+\cdots .
\]
Adding \(-KQ^2\) and differentiating gives \(\nu_ye^{-Q\beta^2/2}=2KQ\). With \(X=Q\beta^2/2\), this becomes
\[
Xe^X=\delta,\qquad \delta=\frac{\nu_y\beta^2}{4K},
\qquad Q=\frac{2}{\beta^2}W(\delta),
\]
where \(W\) is the Lambert function, the positive solution of \(We^W=\delta\). For small \(\delta\), \(W=\delta-\delta^2+\cdots\), hence
\[
Q\simeq\frac{\nu_y}{2K}(1-\delta),\qquad
\lambda\simeq2\pi\sqrt{\frac{2K}{\nu_y}}\left(1+\frac\delta2\right).
\]
The simple law along \(y\) thus requires \(\delta\ll1\): diffusion must dominate the fourth-order term.

The opposite case, \(K=0\), is instructive. Truncating erosion at fourth order would suggest a fastest wavelength
\[
2\pi\sqrt{\frac{2(\nu_y\beta^2/4)}{\nu_y}}=\sqrt2\,\pi\beta .
\]
Yet the full rate along this axis rises steadily with \(Q\) towards the plateau \(2\nu_y/\beta^2\) and has no maximum. The wavelength is an artefact of the truncation. Along this axis, a separate smoothing process is needed to select one.

## (g) What ripples appear at \(40^\circ\) and \(70^\circ\)?

Take the following round model parameters, which represent no particular material:

- deposit: \(a=20\) Å, \(\alpha=10\) Å, \(\beta=8\) Å;
- beam: \(J=0.1\) Å\(^{-2}\) s\(^{-1}\), with a yield of one atom per ion at normal incidence;
- surface: \(\Omega=20\) Å\(^3\), \(\gamma=0.08\) eV Å\(^{-2}\), \(n_s=0.1\) Å\(^{-2}\), \(T=0.05\) eV;
- diffusion: \(D_s=D_0e^{-E_b/T}\), with \(D_0=10^{13}\) Å\(^2\) s\(^{-1}\) and \(E_b=1.15\) eV.

**Solution.** The diffusivity is \(10^{13}e^{-23}=1026\) Å\(^2\) s\(^{-1}\), so
\[
K=\frac{1026\times0.1\times0.08\times20^2}{0.05}
=6.57\times10^4\ \text{Å}^4\,\text{s}^{-1}.
\]

**At \(40^\circ\)**, \(A=0.01330\) Å\(^{-2}\) and \(m=9.67\) Å. The normal-incidence yield fixes \(\Lambda\), and the formula in (a) then gives a yield of 2.017 atoms per ion. The flat surface recedes at
\[
v_0=0.1\times0.766\times2.017\times20=3.09\ \text{Å s}^{-1}.
\]
The coefficients are
\[
\nu_x=\frac{3.09\times20}{0.766\times100\times0.01330}
\left[\frac{0.587}{128}\left(9.67^2+\frac3{0.01330}\right)-1\right]
\simeq28.0\ \text{Å}^2\,\text{s}^{-1},
\]
\[
\nu_y=\frac{3.09\times0.766\times20}{2\times100\times0.01330}
\simeq17.8\ \text{Å}^2\,\text{s}^{-1}.
\]
The wavevector therefore lies along \(x\), the projected beam direction, and the crests run across it:
\[
\lambda_*=2\pi\sqrt{\frac{2\times6.57\times10^4}{28.0}}
\simeq430\ \text{Å}\quad(813\text{ bohr}).
\]
The growth rate is \(28.0^2/(4\times6.57\times10^4)\simeq3.0\times10^{-3}\) s\(^{-1}\). Growth by a factor \(e\) takes about 334 s and a fluence of 33 ions Å\(^{-2}\). Meanwhile the mean surface recedes by about 1030 Å, more than two ripple wavelengths. This is why the pattern is a high-fluence effect for these parameters.

**At \(70^\circ\)**, \(\nu_x=-109\) Å\(^2\) s\(^{-1}\) and \(\nu_y=13.9\) Å\(^2\) s\(^{-1}\). Erosion now smooths long ripples along \(x\), and the wavevector turns to \(y\):
\[
\lambda_*=2\pi\sqrt{\frac{2\times6.57\times10^4}{13.9}}
\simeq610\ \text{Å}\quad(1153\text{ bohr}).
\]
An e-fold now requires 135 ions Å\(^{-2}\), about four times the fluence at \(40^\circ\), because the growth rate varies as \(\nu^2\). Both fluences are counted, like \(J\), per area perpendicular to the beam. Per area of surface they are multiplied by \(C\) and become 26 ions Å\(^{-2}\) at \(40^\circ\) and 46 ions Å\(^{-2}\) at \(70^\circ\), a ratio of 1.8. Between these two angles the coefficients become equal at \(54.0^\circ\), where the orientation given by the long-wave law switches.

**Accuracy of the long-wave law.** Maximizing the full erosion rate minus \(Kq^4\) over both wavevector components gives 431.8 Å at \(40^\circ\) and 611.0 Å at \(70^\circ\). These exceed the simple results by 0.43% and 0.17%. At \(70^\circ\), part (f) predicts the excess: \(\delta=0.0034\), and \(\delta/2\) is 0.17%. These percentages measure the long-wave approximation within the model, not its agreement with a real surface. The model itself weakens at steep incidence. About 20% of the Gaussian lies outside the solid at \(70^\circ\), against 5% at \(40^\circ\). The model yield is 6.3 at \(70^\circ\) and keeps rising to 9.2 at \(89^\circ\), whereas real yields pass through a maximum and fall towards grazing incidence as ions are reflected. The \(70^\circ\) values and the switching angle should therefore be read as properties of the model.

**Dependence on flux and temperature.** Since \(\nu\propto J\), the simple law gives \(\lambda_*\propto J^{-1/2}\) if the beam changes neither \(D_s\) nor \(n_s\). At four times the flux, the full calculation gives 218.6 Å at \(40^\circ\), a reduction by a factor 1.975 rather than 2. The small difference arises because the fourth-order erosion term also grows with flux, while \(K\) does not.

With \(n_s\) and \(\gamma\) held fixed, \(\lambda_*\propto T^{-1/2}e^{-E_b/(2T)}\), and therefore
\[
\frac{d\ln\lambda_*}{d\ln T}=\frac12\left(\frac{E_b}{T}-1\right)=\frac{23-1}{2}=11 .
\]
A 1% rise in absolute temperature lengthens the ripple by a little over 11%. By the same law, a barrier higher by only 0.02 eV shortens the ripple by 18%, far more than the finite-wavelength correction. The predictions concern early growth; once slopes are no longer small, the linear rates cease to apply. Further values are listed in the numerical output.

## Values computed for the example and the checks

```
Depth, width along, width across: 20, 10, 8 angstrom
Ion flux: 0.1 angstrom^-2 s^-1
Normal-incidence yield: 1.0 atoms per ion
Atomic volume: 20 angstrom^3
Temperature: 0.05 eV
Surface energy: 0.08 eV angstrom^-2
Mobile-atom density: 0.1 angstrom^-2
Diffusion prefactor: 1.0e+13 angstrom^2 s^-1
Diffusion barrier: 1.15 eV
Surface diffusivity: 1026.2 angstrom^2 s^-1
Relaxation coefficient K: 6.5676e+04 angstrom^4 s^-1
Normal incidence: nu = 12.800 angstrom^2 s^-1
Normal incidence: erosion-rate plateau = 0.400 s^-1
Spurious wavelength, truncated erosion only: 35.5 angstrom
Orientation switches at: 54.03 degrees
40 deg: A = 0.01330 angstrom^-2
40 deg: mean impact offset m = 9.665 angstrom
40 deg: flat yield = 2.017 atoms per ion
40 deg: flat erosion speed = 3.091 angstrom s^-1
40 deg: nu_x = 28.049 angstrom^2 s^-1
40 deg: nu_y = 17.801 angstrom^2 s^-1
40 deg: wavevector along x
40 deg: ripple wavelength = 429.97 angstrom
40 deg: ripple wavelength = 812.5 bohr
40 deg: maximum growth rate = 2.9948e-03 s^-1
40 deg: time per e-fold = 333.9 s
40 deg: fluence per e-fold = 33.39 angstrom^-2
40 deg: depth eroded per e-fold = 1032 angstrom
40 deg: full-dispersion wavelength = 431.83 angstrom
40 deg: excess over simple law = 0.432 percent
40 deg: full wavelength at 4x flux = 218.64 angstrom
70 deg: A = 0.01066 angstrom^-2
70 deg: mean impact offset m = 17.634 angstrom
70 deg: flat yield = 6.349 atoms per ion
70 deg: flat erosion speed = 4.343 angstrom s^-1
70 deg: nu_x = -109.274 angstrom^2 s^-1
70 deg: nu_y = 13.937 angstrom^2 s^-1
70 deg: wavevector along y
70 deg: ripple wavelength = 609.98 angstrom
70 deg: ripple wavelength = 1152.7 bohr
70 deg: maximum growth rate = 7.3936e-04 s^-1
70 deg: time per e-fold = 1352.5 s
70 deg: fluence per e-fold = 135.25 angstrom^-2
70 deg: depth eroded per e-fold = 5874 angstrom
70 deg: full-dispersion wavelength = 611.02 angstrom
70 deg: excess over simple law = 0.169 percent
70 deg: full wavelength at 4x flux = 307.04 angstrom
70 deg: nu_y*width^2/(4K) = 0.00340 (no unit)
```
